# Ionisation potentials from bulk eigenvalues and a slab vacuum lineup

## The result

The ionisation potential of a crystal with a given surface, at the Kohn–Sham eigenvalue level, is

$$I=A-B,\qquad A=U_{\rm vac}-\bar U_{\rm int},\qquad B=E_v-\bar U_{\rm bulk}.$$

Here $U$ is the electrostatic potential energy of an electron and $E_v$ is the top of the valence band. The lineup $A$ comes from a slab: the potential in the vacuum minus its average over one period in the slab interior. The band term $B$ comes from a separate bulk cell.

The slab must be neutral, insulating and symmetric, and its interior must be the same crystal as the bulk cell, with the same spacing. Both calculations use the same functional and numerical settings.

The bulk cell contains no vacuum, and the levels of a slab depend on its thickness, so the two calculations are combined. Each periodic potential has its own arbitrary zero, and only differences within one calculation may be used. Adding a constant $c_1$ to all slab energies leaves $A$ unchanged, and adding $c_2$ to all bulk energies leaves $B$ unchanged. A bulk eigenvalue subtracted directly from a slab vacuum level would keep $c_1-c_2$.

## Three layers by hand

Take planar layers with spacing $d$. Each has a sheet of positive charge with $s$ elementary charges per area at its centre, and electron sheets with $s/2$ per area at distances $\pm a$, where $a<d/2$. Poisson's equation for the electron's potential energy is

$$U''=C(n_+-n_e),\qquad C=e^2/\varepsilon_0 .$$

Start from $u=0$ outside one layer. Crossing an electron sheet changes the slope by $-Cs/2$, and crossing the positive sheet changes it by $+Cs$. The solution is a triangular well,

$$u(z)=-\frac{Cs}{2}\,(a-|z|)\quad(|z|<a),\qquad u=0\quad(|z|>a).$$

Its depth is $Csa/2$ and its base is $2a$, so its area is $-W$ with $W=Csa^2/2$.

In a slab of three such layers, one period around the centre contains one well. With the vacuum at zero,

$$\bar U_{\rm int}=-\frac{W}{d},\qquad A=\frac{W}{d}=\frac{Cs\,a^2}{2d}.$$

A periodic code would instead set the mean of $U$ over the cell length $L=3d+w$ to zero, where $w$ is the vacuum width. This raises everything by $3W/L$. The vacuum level alone then depends on the amount of vacuum, but $A$ does not.

Now give each layer one orbital of energy $\epsilon$, measured from the vacuum, with matrix element $-t$ between neighbours ($t>0$). In the infinite crystal $E(k)=\epsilon-2t\cos kd$, so $E_v=\epsilon+2t$ at $k=\pi/d$. On the same energy scale $\bar U_{\rm bulk}=-W/d$, and

$$A-B=\frac{W}{d}-\left(\epsilon+2t+\frac{W}{d}\right)=-(\epsilon+2t).$$

This is the energy from the bulk band top to the vacuum, obtained with a three-layer slab.

The slab's own levels give something else. With $x=E-\epsilon$, the determinant condition for three orbitals is $x^3-2t^2x=0$, so $x=0,\pm\sqrt2\,t$. The highest filled level is $\epsilon+\sqrt2\,t$, and the ionisation potential read from it is too large by $(2-\sqrt2)t$. The potential in the middle is already that of the bulk, while the level still feels the finite thickness.

## The general lineup is a surface dipole

Real layers overlap and respond to the surface. Let a bar denote the average over one period, and let $q=n_+-n_e$. Averaging Poisson's equation gives $\bar U''=C\bar q$. Integrate by parts from the slab centre $z_c$ to mid-vacuum $z_v$:

$$\int_{z_c}^{z_v}(z-z_c)\,\bar U''\,dz=\Big[(z-z_c)\bar U'\Big]_{z_c}^{z_v}-\big[\bar U(z_v)-\bar U(z_c)\big].$$

The first bracket vanishes at $z_c$ because of its factor, and at $z_v$ because symmetry makes the field zero there. If the vacuum is flat over one averaging length, $\bar U(z_v)=U_{\rm vac}$, and therefore

$$A=-C\int_{z_c}^{z_v}(z-z_c)\,\bar q(z)\,dz .$$

Electrons spilling outwards make $\bar q$ negative on the outside and $A$ positive.

If the two faces differ, the slab can carry a net dipole. The potential step across it must then be undone across the vacuum, because the cell is periodic. The vacuum has a slope and no single level, and the procedure fails unless a dipole correction is added.

## A self-consistent model

The numbers below belong to a model insulator with round parameters. Gaussian ion sheets of width 0.4 Å carry two positive charges per area of 9 Å$^2$, with $d=3$ Å. Each layer supplies two electrons per such area. They move along the normal in a self-consistent Hartree and local-exchange potential. In-plane dispersion, correlation and the image tail outside the surface are left out.

The bulk cell gives $B=-3.581$ eV and a gap of 3.69 eV. The slabs give $A=3.075$ eV. Hence

$$I=3.075-(-3.581)=6.656\ \text{eV}\approx 642\ \text{kJ/mol}.$$

For 17 layers, the dipole integral and the difference of potentials both give $A=3.0753$ eV.

The hand formula turns this lineup into a length. With $Cs=180.95\times2/9=40.2$ eV/Å,

$$a^2=\frac{2dA}{Cs}=\frac{2\times3\times3.075}{40.2}=0.459\ \text{Å}^2,\qquad a=0.68\ \text{Å}.$$

This $a$ is an effective distance, defined by the formula for rigid layers.

## Slab thickness

Near its top the valence band has the form $E_v-\beta q^2$, where $q$ is now the distance in $k$ from the band edge. In a slab, the slowly varying envelope of the highest state obeys $F''=-q^2F$. Suppose the surface acts over a short range and makes $F$ extrapolate to zero a fixed distance $cd/2$ beyond each nominal face, which lies half a spacing outside the last ion plane. The first standing wave then has $q(N+c)d=\pi$, and the direct result is

$$I_{\rm direct}\simeq I+\beta\left[\frac{\pi}{(N+c)d}\right]^2 .$$

This is the leading behaviour for thick slabs. It presupposes that the highest filled level is a bulk-like state. If a filled surface state lies in the gap, the direct value converges to that state, while $A-B$ still refers to the bulk band top.

With $\beta=13.6$ eV Å$^2$ from the bulk band and $c=2.70$ from the slab levels, the formula for $N=25$ gives

$$13.6\left(\frac{\pi}{27.7\times3}\right)^2=0.019\ \text{eV},$$

against a computed excess of 0.020 eV. The value of $c$ was fitted together with a free prefactor, not with the bulk $\beta$, and the fit also absorbs the departure of the band from a parabola. It is therefore an effective parameter, not the extrapolation length itself. With the bulk $\beta$ held fixed, the excesses give $c\approx2.55$ for $N=13$ and $2.5$ for $N=25$; reading $q$ from the full bulk band gives about $2.4$. Extrapolating the levels of the 13-, 17- and 25-layer slabs to infinite thickness, with no bulk data, gives 6.6565 eV, the same as $A-B$. This tests the combination of the slab lineup with the bulk band edge. The slab vacuum level enters both values and is not tested by it.

The lineup converges much faster. Its error relative to 25 layers is $-7\times10^{-3}$ eV for $N=3$, $-4\times10^{-4}$ eV for $N=5$ and $-5\times10^{-6}$ eV for $N=9$. From 9 to 17 layers the printed errors fall faster than $N^{-4}$. Differences of order $10^{-8}$ eV in the thickest slabs lie below the self-consistency threshold of $10^{-7}$ eV and should not be interpreted.

To bring the direct excess down to 0.01 eV one needs

$$N+c=\frac{\pi}{d}\sqrt{\frac{\beta}{0.01\ \text{eV}}}=\frac{\pi}{3}\sqrt{1362}\approx39,$$

or about 36 layers. The lineup reaches that accuracy with three. This contrast belongs to an insulator with a large gap; a small gap or a metal needs its own thickness scan.

## Vacuum width

Far outside the surface, where exchange has died out, an orbital at energy $I$ below the vacuum obeys $\psi''=\lambda^2\psi$ with

$$\lambda=\frac{\sqrt{2mI}}{\hbar}=\sqrt{\frac{6.656}{3.810}}=1.32\ \text{Å}^{-1}.$$

Its density falls as $e^{-2\lambda z}$, and at mid-vacuum, $z=w/2$, it is proportional to $e^{-\lambda w}$. Integrating $U''=-Cn_e$ twice for such a tail gives

$$U(z)=U(\infty)-\frac{C\,n_e(z)}{4\lambda^2},$$

so the potential is short of its final value by an amount with the same exponential. The product of the tails from two facing surfaces also scales as $e^{-\lambda w}$. The error of $A$ should therefore fall roughly at the rate $\lambda$.

For nine layers the error relative to $w=12$ Å is $+9.9\times10^{-4}$, $+4.5\times10^{-5}$ and $+5.3\times10^{-6}$ eV at $w=4$, 6 and 8 Å. The unfinished tails alone would make $A$ too small: at $w=4$ Å the mid-vacuum density of $1.9\times10^{-4}$ Å$^{-3}$ gives $Cn_e/4\lambda^2\approx5\times10^{-3}$ eV. This is five times the net error and of opposite sign, so the net error is a remainder of cancelling terms. One of them comes from the sampling: the slab orbitals are calculated only at $k=0$ along the normal, which fixes the relative phase of the tails from neighbouring slab images. Even orbitals then add density at mid-vacuum and odd ones remove it, so the error depends on whether the number of layers is even or odd. This phase effect weakens as the slab gets thicker, and sampling several $k$ along the normal averages it out. The error is then $+3.6\times10^{-4}$, $-5.9\times10^{-5}$ and $-8.6\times10^{-6}$ eV at the three widths, the same for 8, 9 and 10 layers. It is still positive at 4 Å, so the sampling is not the only term that opposes the tails. The mean rate from 4 to 8 Å is 1.31 Å$^{-1}$. The close agreement with 1.32 should not be over-read: the two halves of the interval separately give 1.55 and 1.07 Å$^{-1}$, and between 7 and 12 Å the rate is only 0.9 to 1.0 Å$^{-1}$. The agreement is accidental. With several $k$ the rate does approach $\lambda$, reaching 1.30 Å$^{-1}$ between 10 and 12 Å.

The vacuum level must be read from the electrostatic potential. Local exchange is proportional to $n_e^{1/3}$ and decays at mid-vacuum roughly as $e^{-\lambda w/3}$; the printed values fall at 0.47 Å$^{-1}$, against $\lambda/3=0.44$ Å$^{-1}$ for the band top alone. At $w=8$ Å it is still $-0.126$ eV. Reading the vacuum from the total Kohn–Sham potential would make $I$ too small by that amount, although the electrostatic error is about $5\times10^{-6}$ eV.

## Averaging window

In the interior, with $z=0$ on an ion plane, write

$$U(z)=\bar U+\sum_{m\ge1}2U_m\cos\frac{2\pi mz}{d}.$$

Average one term over a box of width $\ell$ centred at $z=0$:

$$\frac1\ell\int_{-\ell/2}^{\ell/2}\cos\frac{2\pi mz}{d}\,dz=\frac{\sin(\pi m\ell/d)}{\pi m\ell/d}\equiv\operatorname{sinc}\frac{m\ell}{d}.$$

The error of the interior mean is thus $\sum_m2U_m\operatorname{sinc}(m\ell/d)$. It vanishes for $\ell=d$. For $\ell=d(1+\eta)$,

$$\sin[\pi m(1+\eta)]=(-1)^m\sin(\pi m\eta)\approx(-1)^m\pi m\eta,$$

so each sinc is $(-1)^m\eta$ to first order. Averaging twice with the same box multiplies each harmonic by the sinc twice:

$$\delta\bar U_{\rm single}\approx\eta\sum_m(-1)^m2U_m,\qquad \delta\bar U_{\rm double}\approx\eta^2\sum_m2U_m .$$

With $U_1=-1.180$ and $U_2=-0.162$ eV, the first two terms at $\eta=0.05$ give

$$\delta\bar U_{\rm single}\approx0.05\,(2.36-0.32)=0.10\ \text{eV},$$
$$\delta\bar U_{\rm double}\approx0.0025\,(-2.36-0.32)=-0.007\ \text{eV}.$$

Direct integration in the slab gives $+0.098$ and $-0.006$ eV. Since $\bar U_{\rm int}$ enters $I$ with a minus sign, the single box makes $I$ too small by 0.098 eV. The double box reaches over a total width of $2\ell$, so it needs a wider bulk-like region.

## Relaxation and interior spacing

Relaxing a thin slab can change its interior spacing from $d$ to $d'=d(1+\epsilon_s)$. If the bulk cell stays at $d$, one computes $I_{\rm mix}=A(d')-B(d)$. Subtracting the two meaningful ionisation potentials gives

$$I_{\rm mix}-I(d)=A(d')-A(d),\qquad I_{\rm mix}-I(d')=B(d')-B(d).$$

The first error is relative to the unstrained crystal, the second relative to the strained one. Both are of first order in $\epsilon_s$.

For a uniform expansion by 2 %, $A=2.981$ eV and the matched bulk cell gives $B=-3.741$ eV. Then

$$I_{\rm mix}=2.981+3.581=6.562\ \text{eV},\qquad I(d')=2.981+3.741=6.722\ \text{eV}.$$

The unstrained value is 6.656 eV. The matched result rises by 0.065 eV, whereas the mixed one falls by 0.094 eV: even the sign of the strain effect is wrong. The slab's highest filled level, which uses no bulk cell, shows a rise of 0.061 eV and so supports the matched result. The remaining 0.004 eV is the change in the confinement excess.

Rigid layers give the sign and the order of magnitude of the sensitivity. From $A=W/d$ with fixed $W$, $dA/d\epsilon_s=-A=-3.1$ eV per unit strain. The computed slope is $-4.9$ eV. The electrons of the model do not move as rigid layers, so the formula should not be expected to give the value itself.

A matched bulk cell gives the right answer for the strained crystal, which is still not the unstrained one. To obtain the latter, hold the interior at the bulk spacing and relax the outer layers. Their effect on $A$ is then a genuine surface property. For rigid, neutral, symmetric layers it is zero, because moving an outer well leaves both the vacuum and the central period unchanged. In the self-consistent model, moving both outer layers inwards by 0.15 Å changes $A$ by $-0.003$ eV and the direct slab value by $-0.006$ eV. The program only requires the two shifts to agree within 0.01 eV, which is more than either of them, so this case shows that the effect is small here but does not check its value. The change of $A$ is linear in the displacement, about $-0.018$ eV/Å, because the self-consistent layers are not rigid. Layers with a net charge change the dipole at first order even if they are rigid.

## The procedure

1. Compute the bulk cell at the chosen spacing and form $B=E_v-\bar U_{\rm bulk}$. Make sure that the true band maximum is included.
2. Build a symmetric slab with its interior fixed at that spacing, and relax the outer layers.
3. Average $U$ over one interior period, read $U$ at mid-vacuum, and form $A$.
4. Vary $N$, $w$ and the window until $A$ is stable, confirm the chosen $N$ and $w$ together, then take $I=A-B$.

For an error of 0.01 eV in this model, three layers and 4 Å of vacuum are each sufficient when the other is converged, but not together: three layers with 4 Å of vacuum and $k=0$ are in error by 0.026 eV. A single averaging box centred on an ion plane must match the period to about 0.5 %, since its error is close to 2 eV per unit misfit. Centred midway between two planes, as in a slab with an even number of layers, each harmonic gains a factor $(-1)^m$. The error is then $\eta\sum_m2U_m$, or about $-2.7$ eV per unit misfit, and the tolerance shrinks to about 0.4 %. An unmatched interior spacing may deviate by about $0.01/4.9=0.2$ % if the unstrained crystal is the target. The geometric consistency of the two calculations is here a stricter demand than the size of the slab.

In a Schottky contact, $I$ gives a first estimate of the hole barrier. If the vacuum levels of a metal with work function $\Phi$ and the semiconductor coincide, then $E_F=U_{\rm vac}-\Phi$ and $E_v=U_{\rm vac}-I$, so the barrier is $E_F-E_v=I-\Phi$. Charge rearrangement at the contact adds an interface dipole, which neither free surface contains. The barrier then requires a lineup computed across the interface itself.

The complete scans are in the numerical output below.

## Computed results

```
hbar^2/2m = 3.8100 eV A^2, e^2/eps0 = 180.951 eV A
area 9.0 A^2, spacing 3.0 A, ion width 0.4 A, grid 0.25 A
bulk: B = -3.5812 eV, gap = 3.694 eV, band width = 2.631 eV
bulk: change of B on halving the grid step = 8.9e-10 eV
bulk: curvature beta = 13.625 eV A^2, harmonics U_1 = -1.1796, U_2 = -0.1622 eV
thickness scan, vacuum width 12.0 A; energies in eV
 N= 3 A=3.06815 A-A(25)=-7.2e-03 I=A-B=6.6494 direct=7.1271
 N= 5 A=3.07496 A-A(25)=-3.6e-04 I=A-B=6.6562 direct=6.9134
 N= 7 A=3.07528 A-A(25)=-3.6e-05 I=A-B=6.6565 direct=6.8185
 N= 9 A=3.07531 A-A(25)=-4.9e-06 I=A-B=6.6565 direct=6.7679
 N=13 A=3.07531 A-A(25)=-6.7e-08 I=A-B=6.6565 direct=6.7184
 N=17 A=3.07531 A-A(25)=+2.7e-08 I=A-B=6.6565 direct=6.6958
 N=25 A=3.07531 A-A(25)=+0.0e+00 I=A-B=6.6565 direct=6.6763
I from lineup (N=25) = 6.6565 eV = 642.3 kJ/mol
I from extrapolated slab levels = 6.6565 eV, c = 2.695
direct minus lineup: N=13 0.0618, N=25 0.0198 eV
confinement slope: slab 0.2573, bulk 0.2587 eV^-1/2
A (N=17): potential 3.0753 eV, dipole integral 3.0753 eV
vacuum scan, N=9; errors in eV
 w=4 A: error of A +9.89e-04, exchange at mid-vacuum -8.10e-01
 w=6 A: error of A +4.47e-05, exchange at mid-vacuum -3.20e-01
 w=8 A: error of A +5.26e-06, exchange at mid-vacuum -1.26e-01
decay rate: found 1.309 1/A, sqrt(2mI)/hbar = 1.322 1/A
window scan, N=17; error of interior mean in eV (slab / formula)
 misfit -10 %: single -0.2266 / -0.2266, double -0.0319 / -0.0319
 misfit -5 %: single -0.1082 / -0.1082, double -0.0074 / -0.0074
 misfit +5 %: single +0.0979 / +0.0979, double -0.0061 / -0.0061
 misfit +10 %: single +0.1854 / +0.1854, double -0.0214 / -0.0214
spacing scan, N=17; unstrained I = 6.6565 eV; energies in eV
 strain -2 %: A=3.1776 B=-3.4110 mixed I=6.7589 matched I=6.5887
   shift of I: mixed +0.1023, matched -0.0679, slab level -0.0636
 strain +2 %: A=2.9809 B=-3.7408 mixed I=6.5622 matched I=6.7218
   shift of I: mixed -0.0944, matched +0.0652, slab level +0.0614
per unit strain: dA = -4.918 eV, dB = -8.245 eV, dI = 3.327 eV
outer layers inward by 0.15 A: change of A -0.0027 eV, of slab-level I -0.0059 eV
```
